# What a Vanishing Zone Average Tells About KKR Structure Constants

## The problem

Free electrons travel between the sites of a Bravais lattice with vectors $\mathbf R$, cell volume $\Omega$ and nearest-neighbour distance $d$. In Hartree atomic units, with $\kappa=\sqrt{2E}$ and $\operatorname{Im}\kappa>0$, the propagator is

$$G_0(\mathbf r)=-\frac{e^{i\kappa r}}{2\pi r},\qquad (\nabla^2+\kappa^2)G_0=2\delta(\mathbf r).$$

Let $Y_L$ be real spherical harmonics, $L=(l,m)$, and let $J_L(\mathbf r)=j_l(\kappa r)Y_L(\hat{\mathbf r})$. The two-centre matrix $G_{LL'}(\mathbf R)$ is defined for $\mathbf R\neq0$ and $r+r'<R$ by

$$G_0(\mathbf r-\mathbf r'-\mathbf R)=\sum_{LL'}J_L(\mathbf r)\,G_{LL'}(\mathbf R)\,J_{L'}(\mathbf r'),$$

and the site-diagonal structure constants are

$$G_{LL'}(\mathbf k,E)=\sum_{\mathbf R\neq0}e^{i\mathbf k\cdot\mathbf R}G_{LL'}(\mathbf R).\tag{1}$$

(a) Prove that the Brillouin-zone average of (1) vanishes, and state when.

(b) Find the error of that average on an $N\times N\times N$ mesh.

(c) An Ewald code computes the lattice sums $D_L(\mathbf k)$, defined in (3) below, from which (1) is built. It is run for an fcc lattice with $a=7$ bohr at $E=0.4+0.2i$ hartree, up to $l=4$, with the Ewald parameter $\eta=0.4$ bohr$^{-1}$ defined in part (c) below. On a $\Gamma$-centred mesh with $N=12$ its largest average $|\langle D_L\rangle|$ is $2.83\times10^{-7}$ in units of $1/(\text{hartree bohr}^3)$, the unit of all values of $D$ and $G$ below. Is the code correct?

## A tempting solution

The average of $e^{i\mathbf k\cdot\mathbf R}$ over the zone is zero unless $\mathbf R=0$, and $\mathbf R=0$ is left out of (1). Hence the average is zero. An Ewald code adds a reciprocal sum, a real-space sum and a self term. These are large and must cancel in the average, so an error in any of them would spoil the zero. The largest average the code gives, over all $L$, is only about two parts in a million of the root-mean-square value of $D_{00}(\mathbf k)$ over the mesh, which is about 0.155. Therefore all three parts are correct.

## Where it fails

The first two sentences are sound once convergence is secured. The fault is the assumption that all three parts take part in the cancellation. The code in question has no real-space sum at all. That sum runs over $\mathbf R\neq0$ with the same phases as (1), so it averages to zero by itself, and leaving it out changes nothing in the zone average. On the mesh only the distant vectors $N\mathbf R$ survive, where this short-range sum is negligible for $N=12$. To see what the test does certify, each part must be averaged separately.

## The two-centre matrix

For fixed $\mathbf R$ and $\rho<R$, $G_0(\boldsymbol\rho-\mathbf R)$ is a regular solution of the Helmholtz equation in $\boldsymbol\rho$, so it contains $j_l(\kappa\rho)$. In $\mathbf R$ it is a decaying solution, so it contains the outgoing Hankel function $h_l(\kappa R)$. It depends on directions through the angle between them alone. Hence

$$-\frac{e^{i\kappa|\boldsymbol\rho-\mathbf R|}}{2\pi|\boldsymbol\rho-\mathbf R|}=\sum_L c_l\,j_l(\kappa\rho)h_l(\kappa R)Y_L(\hat{\boldsymbol\rho})Y_L(\hat{\mathbf R}).$$

To find $c_l$, let $R\to\infty$. The left side tends to $-(e^{i\kappa R}/2\pi R)\,e^{-i\kappa\hat{\mathbf R}\cdot\boldsymbol\rho}$. The plane-wave expansion turns this into $-(2e^{i\kappa R}/R)\sum_L(-i)^lj_l(\kappa\rho)Y_LY_L$. On the right, $h_l(\kappa R)\to(-i)^{l+1}e^{i\kappa R}/(\kappa R)$. Therefore $c_l(-i)^{l+1}/\kappa=-2(-i)^l$, which gives $c_l=-2i\kappa$, and

$$G_0(\boldsymbol\rho-\mathbf R)=\sum_LJ_L(\boldsymbol\rho)D_L(\mathbf R),\qquad D_L(\mathbf R)=-2i\kappa\,h_l(\kappa R)Y_L(\hat{\mathbf R}).\tag{2}$$

Now set $\boldsymbol\rho=\mathbf r-\mathbf r'$. For a unit vector $\mathbf n$, expand both sides of $e^{i\kappa\mathbf n\cdot\boldsymbol\rho}=e^{i\kappa\mathbf n\cdot\mathbf r}e^{-i\kappa\mathbf n\cdot\mathbf r'}$ in plane-wave components, multiply by $Y_{L''}(\mathbf n)$ and integrate over $\mathbf n$:

$$4\pi i^{l''}J_{L''}(\mathbf r-\mathbf r')=(4\pi)^2\sum_{LL'}i^{l-l'}C_{LL'L''}J_L(\mathbf r)J_{L'}(\mathbf r'),$$

with the Gaunt coefficient $C_{LL'L''}=\int Y_LY_{L'}Y_{L''}\,d\mathbf n$. Division by $4\pi i^{l''}$ and insertion in (2) give

$$G_{LL'}(\mathbf R)=4\pi\sum_{L''}i^{l-l'-l''}C_{LL'L''}D_{L''}(\mathbf R).$$

The same linear relation connects $G_{LL'}(\mathbf k)$ with

$$D_L(\mathbf k)=\sum_{\mathbf R\ne0}e^{i\mathbf k\cdot\mathbf R}D_L(\mathbf R),\tag{3}$$

so it is enough to study $D_L$. For $l=l'=0$, $C=Y_{00}=1/\sqrt{4\pi}$, so $G_{ss}=\sqrt{4\pi}\,D_{00}$. With $h_0(x)=-ie^{ix}/x$ this is

$$G_{ss}(\mathbf R)=-2i\kappa\left(\frac{-ie^{i\kappa R}}{\kappa R}\right)=-\frac{2e^{i\kappa R}}{R}.$$

## (a) The average and its conditions

The function $h_l(x)$ is $e^{ix}/x$ times a polynomial in $1/x$. Since $R\ge d$, that polynomial is bounded, and $|D_L(\mathbf R)|\le\text{const}\cdot e^{-R\operatorname{Im}\kappa}/R$. The number of lattice vectors in a shell of fixed thickness grows as $R^2$, so (3) converges absolutely and uniformly in $\mathbf k$ and may be integrated term by term.

Write $\mathbf k=\sum_ix_i\mathbf b_i$ and $\mathbf R=\sum_in_i\mathbf a_i$ with $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$. Then

$$\langle e^{i\mathbf k\cdot\mathbf R}\rangle=\prod_i\int_0^1e^{2\pi in_ix_i}dx_i=\delta_{\mathbf R,0}.$$

Since $\mathbf R=0$ is absent, $\langle G_{LL'}(\mathbf k,E)\rangle=0$ for all $L,L'$. The same integral gives, for a lattice vector $\mathbf T\neq0$,

$$\langle e^{-i\mathbf k\cdot\mathbf T}G_{LL'}(\mathbf k,E)\rangle=G_{LL'}(\mathbf T).\tag{4}$$

Physically, the average selects propagation with zero net displacement, and (1) excludes just that.

The condition is $\operatorname{Im}\kappa>0$. It includes negative real energies. At real $E>0$ the terms fall off only as $1/R$ and $D_L(\mathbf k)$ has poles where $|\mathbf k+\mathbf K|=\kappa$ for a reciprocal vector $\mathbf K$. The statement then holds as the limit $E+i0$, taken after the average. In a crystal with several atoms per cell, the block between sublattices separated by $\boldsymbol\tau$, with phases $e^{i\mathbf k\cdot\mathbf R}$, contains the term $\mathbf R=0$. Its average is the direct propagator between the two sites, which in general is not zero.

## (b) The error on a mesh

Take $\mathbf k=\sum_i(j_i+s_i)\mathbf b_i/N$ with $j_i=0,\dots,N-1$ and a fixed shift $\mathbf s$. For each direction the geometric sum

$$\frac1N\sum_{j=0}^{N-1}e^{2\pi in(j+s)/N}$$

is zero unless $n=Nm$ with integer $m$, when it equals $e^{2\pi ism}$. With $\mathbf R_{\mathbf m}=\sum_im_i\mathbf a_i$ the mesh average is therefore

$$\langle G_{LL'}\rangle_N=\sum_{\mathbf m\neq0}e^{2\pi i\mathbf s\cdot\mathbf m}\,G_{LL'}(N\mathbf R_{\mathbf m}).\tag{5}$$

This is the structure constant of a lattice enlarged $N$ times. Because the true average is zero, (5) is the whole mesh error. The numerical check compares it with direct sums over the enlarged lattice. For the five meshes compared, the largest difference in $D_L$ is $5\times10^{-14}$.

**The $\Gamma$-centred mesh.** Here $\mathbf s=0$. The twelve fcc neighbours at $d=a/\sqrt2=4.950$ bohr give the leading term

$$\langle G_{ss}\rangle_N\approx-\frac{24\,e^{i\kappa Nd}}{Nd}.$$

At $E=0.4+0.2i$ hartree, $\kappa=0.9204+0.2173i$ bohr$^{-1}$. For $N=12$, $Nd=59.40$ bohr and $Nd\operatorname{Im}\kappa=12.91$. The magnitude is $(24/59.40)\,e^{-12.91}=1.00\times10^{-6}$, and the mesh gives $1.002\times10^{-6}$. The root-mean-square value of $G_{ss}(\mathbf k)$ over this mesh is 0.551, so the relative error is about $2\times10^{-6}$.

**The shifted mesh.** Let $\mathbf s=(\tfrac12,\tfrac12,\tfrac12)$, so the phase is $(-1)^{m_1+m_2+m_3}$. With $\mathbf a_1=\tfrac a2(0,1,1)$ and its cyclic partners, a lattice vector $a(x,y,z)$ has $m_1+m_2+m_3=x+y+z$. Neighbours of type $(\tfrac12,\tfrac12,0)$ and $(-\tfrac12,-\tfrac12,0)$ have phase $-1$, while those of type $(\tfrac12,-\tfrac12,0)$ have phase $+1$. There are six of each, so the first shell cancels in $G_{ss}$. The six second neighbours, of type $(1,0,0)$, have phase $-1$ and leave

$$\langle G_{ss}\rangle_N\approx+\frac{12\,e^{i\kappa Na}}{Na}.$$

| $N$ | $\Gamma$: $\lvert\langle G_{ss}\rangle\rvert$ | shifted: $\lvert\langle G_{ss}\rangle\rvert$ | shifted: largest $\lvert\langle G_{LL'}\rangle\rvert$ |
|---|---|---|---|
| 4 | $1.7\times10^{-2}$ | $1.0\times10^{-3}$ | $1.3\times10^{-2}$ |
| 8 | $1.1\times10^{-4}$ | $1.1\times10^{-6}$ | $8.3\times10^{-5}$ |
| 12 | $1.0\times10^{-6}$ | $1.7\times10^{-9}$ | $7.4\times10^{-7}$ |

The $s$ channel alone would make the shifted mesh look about 600 times better at $N=12$. The full matrix with $l,l'\le2$ does not share that gain: its largest element is $7.4\times10^{-7}$, against $1.26\times10^{-6}$ on the $\Gamma$ mesh. The shift breaks cubic symmetry. A harmonic proportional to $xy$, for example, has opposite signs on $(\tfrac12,\tfrac12,0)$ and $(\tfrac12,-\tfrac12,0)$. Without phases these contributions cancel, but with the opposite phases of the shifted mesh they add. At $N=8$ the largest $|\langle D_{2m}\rangle|$ is at rounding level on the $\Gamma$ mesh and $2.1\times10^{-5}$ on the shifted one. A mesh should therefore be judged by the full matrix. This loss concerns the shifted mesh as it stands. If the average is also taken over the cubic group, as codes working with irreducible points do, each first-shell vector receives the mean of the twelve phases, which is zero. The first shell then drops out for every $L$, and at $N=12$ the largest element falls to $4.3\times10^{-9}$, at the cost of 182 irreducible points against 72 for the $\Gamma$ mesh.

**Approach to the real axis.** At $E=0.4+0.02i$ hartree, $\operatorname{Im}\kappa=0.0224$ bohr$^{-1}$, and at $N=12$ the first-shell exponent is only $59.40\times0.0224=1.33$. The $\Gamma$-mesh averages of $G_{ss}$ have magnitudes 0.77, 1.16, 0.44 and 0.10 for $N=4,6,8,12$. They need not fall steadily, because many shells of (5) then have comparable size and differing phases. A nonzero average here is therefore no evidence of a faulty code by itself; it must be compared with (5), and for $N=8$ the numerical check confirms that it equals the sum over the enlarged lattice. To recover the exponent 12.91 one needs $N\approx12\times0.2173/0.02235\approx117$. The prefactor $24/Nd$ also falls, so the error there is about $10^{-7}$, and $10^{-6}$ is reached near $N\approx100$. The test of a code is thus cheap well above the real axis, and (5) says how far the mesh must be refined below.

## (c) What the zero certifies

**The split.** By (2), for $\rho<d$,

$$F(\boldsymbol\rho)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}G_0(\boldsymbol\rho-\mathbf R)=G_0(\boldsymbol\rho)+\sum_LJ_L(\boldsymbol\rho)D_L(\mathbf k).\tag{6}$$

$F$ is a Bloch function. The Fourier transform of $G_0$ is $2/(\kappa^2-q^2)$, so $F$ has the plane-wave coefficients $(2/\Omega)/(\kappa^2-q^2)$ at $\mathbf q=\mathbf k+\mathbf K$. Choose $\eta>0$ and split

$$\frac{2}{\kappa^2-q^2}=\frac{2e^{(\kappa^2-q^2)/4\eta^2}}{\kappa^2-q^2}-2\int_0^{1/4\eta^2}e^{(\kappa^2-q^2)t}dt .$$

Carrying out the $t$ integral confirms the identity. The first term converges fast in reciprocal space. The second is transformed to real space, where $e^{-q^2t}$ becomes $(4\pi t)^{-3/2}e^{-r^2/4t}$. With $t=1/4\xi^2$ one has $(4\pi t)^{-3/2}=\xi^3/\pi^{3/2}$ and $|dt|=d\xi/2\xi^3$, so this short-range part is

$$S(r)=-\pi^{-3/2}\int_\eta^\infty e^{-r^2\xi^2+\kappa^2/4\xi^2}d\xi .$$

Subtracting $G_0$ from (6) leaves

$$\sum_LJ_LD_L=\frac2\Omega\sum_{\mathbf q}\frac{e^{i\mathbf q\cdot\boldsymbol\rho}e^{(\kappa^2-q^2)/4\eta^2}}{\kappa^2-q^2}+\sum_{\mathbf R\ne0}e^{i\mathbf k\cdot\mathbf R}S(|\boldsymbol\rho-\mathbf R|)+[S(\rho)-G_0(\rho)].$$

Each of the three terms is smooth at $\boldsymbol\rho=0$, so its $Y_L$ component starts as $\rho^l$. On the left that component starts as $D_L(\kappa\rho)^l/(2l+1)!!$. Comparing coefficients of $\rho^l$ gives $D_L=D^{(1)}_L+D^{(2)}_L+D^{(3)}_L$.

In the first term, the $Y_L$ component of $e^{i\mathbf q\cdot\boldsymbol\rho}$ starts as $4\pi i^l(q\rho)^lY_L(\hat{\mathbf q})/(2l+1)!!$. Hence

$$D^{(1)}_L=\frac{8\pi i^l}{\Omega\kappa^l}\sum_{\mathbf q}q^lY_L(\hat{\mathbf q})\frac{e^{(\kappa^2-q^2)/4\eta^2}}{\kappa^2-q^2}.$$

In the second, $e^{-|\boldsymbol\rho-\mathbf R|^2\xi^2}=e^{-(\rho^2+R^2)\xi^2}e^{2\xi^2\boldsymbol\rho\cdot\mathbf R}$, and the last factor has the component $4\pi(2\xi^2R\rho)^lY_L(\hat{\mathbf R})/(2l+1)!!$ to leading order. Hence

$$D^{(2)}_L=-\frac4{\sqrt\pi}\Big(\frac2\kappa\Big)^l\sum_{\mathbf R\ne0}e^{i\mathbf k\cdot\mathbf R}R^lY_L(\hat{\mathbf R})\int_\eta^\infty\xi^{2l}e^{-R^2\xi^2+\kappa^2/4\xi^2}d\xi .$$

The third term depends on $\rho$ alone and contributes to $l=0$ only. Since $S-G_0$ is minus the long-range part of the propagator, its value at the origin gives

$$D^{(3)}_{00}=-2\sqrt{4\pi}\int\frac{d^3q}{(2\pi)^3}\frac{e^{(\kappa^2-q^2)/4\eta^2}}{\kappa^2-q^2}.\tag{7}$$

For a closed form take $\kappa=i\lambda$, $\lambda>0$. The split integral over $t$ now runs from $1/4\eta^2$ to infinity, so $(S-G_0)(0)=\pi^{-3/2}\int_0^\eta e^{-\lambda^2/4\xi^2}d\xi$. With $u=1/\xi$ and one integration by parts,

$$\int_{1/\eta}^\infty\frac{e^{-\lambda^2u^2/4}}{u^2}du=\eta e^{-\lambda^2/4\eta^2}-\frac{\lambda\sqrt\pi}2\operatorname{erfc}\frac\lambda{2\eta}.$$

Multiplying by $\sqrt{4\pi}\,\pi^{-3/2}=2/\pi$ and setting $\lambda=-i\kappa$ gives

$$D^{(3)}_{00}=\frac2\pi\Big[\eta e^{\kappa^2/4\eta^2}+\frac{i\kappa\sqrt\pi}2\operatorname{erfc}\Big(\frac{-i\kappa}{2\eta}\Big)\Big].$$

Both this and (7) are analytic for $\operatorname{Im}\kappa>0$, so the result holds there.

**The three averages.** The sum $D^{(2)}$ averages to zero for every $L$, because $\mathbf R=0$ is absent. In $D^{(1)}$, the $\mathbf k$ average together with the sum over $\mathbf K$ covers all of $\mathbf q$ space:

$$\langle D^{(1)}_L\rangle=\frac{8\pi i^l}{\kappa^l}\int\frac{d^3q}{(2\pi)^3}\,q^lY_L(\hat{\mathbf q})\frac{e^{(\kappa^2-q^2)/4\eta^2}}{\kappa^2-q^2}.$$

For $l>0$ the angular integral vanishes. For $l=0$ the prefactor is $8\pi/\sqrt{4\pi}=2\sqrt{4\pi}$, and comparison with (7) gives $\langle D^{(1)}_{00}\rangle=-D^{(3)}_{00}$. This is the one cancellation between different parts that the zero average contains.

At $\eta=0.4$ bohr$^{-1}$ and $E=0.4+0.2i$ hartree, the numbers are $\langle D^{(1)}_{00}\rangle=0.23739-0.26449i$ and $D^{(3)}_{00}=-0.23739+0.26449i$. If the self term is forgotten, the average has magnitude 0.355, and the test fails plainly. It likewise catches a wrong $s$-wave normalization of the reciprocal sum.

It does not catch the missing real-space sum. Nor does it catch an $l=4$ reciprocal sum multiplied by two. Both faulty codes give a largest $|\langle D_L\rangle|$ of $2.83\times10^{-7}$. That value is simply the mesh error of $D_{00}$, namely $1.002\times10^{-6}/\sqrt{4\pi}$, which neither fault alters appreciably. The second fault does double the $l=4$ average, but that average is itself only a mesh error and in this example stays below the $D_{00}$ value. The doubling would show if the $l=4$ average, $1.3\times10^{-7}$ for the correct code, were compared with (5) instead of with zero. So the reported zero cannot decide the question in (c), and the code there was wrong. At $\mathbf k=0.13\,\mathbf b_1+0.29\,\mathbf b_2-0.41\,\mathbf b_3$, for instance, the real-space part is about 3% of $|D_{00}|$. This share belongs to $\eta=0.4$ bohr$^{-1}$ and falls rapidly as $\eta$ grows. At $\eta=1$ bohr$^{-1}$ it is below $10^{-11}$, so for large enough $\eta$ the real-space sum may be omitted.

**A test that sees these faults.** Equation (4) supplies it. On a mesh the moment picks out $\mathbf R=\mathbf T+N\mathbf R_{\mathbf m}$, so it equals $D_L(\mathbf T)$ plus images that decay with $N$. For $\mathbf T=\mathbf a_1$, $l=4$, $m=2$ and $N=12$ on the $\Gamma$ mesh:

| quantity | value |
|---|---|
| propagator $D_L(\mathbf T)$ | $0.1750+0.0442i$ |
| moment, correct code | $0.1750+0.0442i$ |
| moment, reciprocal part doubled | $0.2869+0.1201i$ |
| moment, real-space part missing | $0.1118+0.0759i$ |

Relative to $|D_L(\mathbf T)|$, the two faults shift the moment by 75% and 39%. One vector $\mathbf T$ probes one Fourier coefficient, and it says nothing about a harmonic for which a fault happens to leave that coefficient unchanged. Several $\mathbf T$ in different shells and directions are therefore needed. All moments together, with the zero average as the member $\mathbf T=0$, fix $D_L(\mathbf k)$ completely, because they are its Fourier coefficients.

The answer to (c) is thus that the zero average is a necessary test. It checks the self term against the $s$-wave reciprocal sum, while the real-space sum and the weights for $l>0$ need another test, such as moments with $\mathbf T\neq0$ or direct lattice sums at single $\mathbf k$ points. For the correct code, the direct sum at the $\mathbf k$ point above agrees with the Ewald result to $10^{-13}$ for all $l\le4$.

## Values computed for the example and the checks

```
Unit of all D and G values: 1/(hartree bohr^3)
fcc a = 7.0 bohr, d = 4.9497 bohr, volume = 85.750 bohr^3
Ewald eta = 0.4 1/bohr
E1 = 0.40 +0.20i hartree, kappa1 = 0.920442 +0.217287i 1/bohr
E2 = 0.40 +0.02i hartree, kappa2 = 0.894706 +0.022354i 1/bohr
Test k, fractions of b1,b2,b3: 0.13 0.29 -0.41
  D_00(k,E1) reciprocal part = 0.255489 -0.380159i
  D_00(k,E1) real-space part = 0.003317 +0.001958i
  D_00(k,E1) self part = -0.237390 +0.264490i
  D_00(k,E1) total = 0.021415 -0.113711i
Max error, two-centre matrix vs projection: 2.8e-14
Max error, Ewald vs direct sum: 8.2e-14
Max change, eta 0.4 to 0.5 1/bohr: 1.6e-16
Max error, mesh average vs enlarged lattice: 4.6e-14
rms of G_ss(k,E1) over N=12 mesh = 0.55113
E1, Gamma mesh: N, |avg G_ss|, |leading term|, max|avg G_LL'|
   2 2.9664e-01 2.8211e-01 3.8553e-01
   4 1.7377e-02 1.6414e-02 2.1832e-02
   6 1.2877e-03 1.2733e-03 1.6031e-03
   8 1.1023e-04 1.1113e-04 1.4016e-04
  12 1.0017e-06 1.0031e-06 1.2615e-06
E1, shifted mesh: N, |avg G_ss|, |leading term|, max|avg G_LL'|
   2 2.7874e-02 4.0919e-02 2.5101e-01
   4 1.0256e-03 9.7670e-04 1.2838e-02
   6 3.2011e-05 3.1084e-05 9.6339e-04
   8 1.1212e-06 1.1129e-06 8.3053e-05
  12 1.6899e-09 1.6909e-09 7.4132e-07
E2, Gamma mesh: N, |avg G_ss|, max|avg G_LL'|
   2 4.0761e+00 1.1856e+01
   4 7.6694e-01 1.3136e+00
   6 1.1583e+00 1.4032e+00
   8 4.3796e-01 5.2319e-01
  12 1.0326e-01 1.6419e-01
N=8, max|avg D_2m|: Gamma 2.7e-17, shifted 2.0630e-05
Averages at E1, N=12 Gamma mesh:
  D_00 reciprocal part = 0.237390 -0.264490i
  |D_00 real-space part| = 2.3e-18
  D_00 self part = -0.237390 +0.264490i
  reciprocal part integrated over all q = 0.237390 -0.264490i
  |avg D_00| with self part missing = 0.355400
  max|avg D_L| with real-space part missing = 2.83e-07
  max|avg D_L| with l=4 reciprocal part doubled = 2.83e-07
Moment at T = a1, l = 4, m = 2, E1, N=12:
  propagator D_L(T) = 0.175035 +0.044232i
  moment, correct code = 0.175035 +0.044232i
  moment, reciprocal part doubled = 0.286859 +0.120094i
  moment, real-space part missing = 0.111824 +0.075862i
```
